# Cubic Rashba splitting of heavy-hole subbands from light-hole mixing, part 1

(Sections cited here and not found follow in the second part.)

## 1. The splitting and its derivation

### Result and conventions

A heavy-hole subband in an asymmetric well grown along [001] splits, at small in-plane wave vector \(k\), by

\[
\Delta E=6\gamma_3|S|\,k^3\sqrt{\gamma_2^2\cos^2 2\varphi+\gamma_3^2\sin^2 2\varphi},
\qquad
S=\sum_l\frac{\langle l|h\rangle\langle l|\partial_z h\rangle}{E_h-E_l}. \tag{1}
\]

Here \(h(z)\) is the heavy-hole envelope at \(k=0\), with energy \(E_h\). The sum runs over all light-hole envelopes \(l(z)\) at \(k=0\), with energies \(E_l\). The angle \(\varphi\) is measured from the [100] axis, and \(\gamma_1,\gamma_2,\gamma_3\) are the Luttinger parameters. In the axial approximation, explained below, the splitting is

\[
\Delta E=2|\beta|k^3,\qquad \beta=3\gamma_3\bar\gamma S,\qquad \bar\gamma=\tfrac12(\gamma_2+\gamma_3). \tag{2}
\]

The algebra uses atomic units, \(\hbar=m_0=e=1\). In ordinary units, \(\beta=3\gamma_3\bar\gamma(\hbar^2/m_0)^2S\). Hole energies are counted upwards, so a confined hole has positive kinetic energy.

The model is the four-band Luttinger Hamiltonian with the following assumptions.

- The Luttinger parameters do not depend on \(z\).
- A real potential \(V(z)\) acts equally on heavy and light holes. It may be a given potential or the result of a mean-field calculation.
- Hard walls stand at \(z=0\) and \(z=d\), where all envelopes vanish.
- There is no magnetic field and no strain.
- No \(E_l\) coincides with \(E_h\).

The split-off band and the conduction band are left out, and with them the direct bulk Rashba term. Bulk inversion asymmetry, which is present in III-V crystals, is left out as well. Equation (1) is therefore the part of the splitting that comes from heavy-light mixing and the asymmetry of \(V\).

### The Hamiltonian

Let \(J_x,J_y,J_z\) be the spin-3/2 matrices, and let \(\{A,B\}=\frac12(AB+BA)\). With \(k^2=k_x^2+k_y^2\) and \(k_z=-i\partial_z\), the Hamiltonian is

\[
\begin{aligned}
H={}&\tfrac12\left(\gamma_1+\tfrac52\gamma_2\right)(k^2+k_z^2)
-\gamma_2\left(k_x^2J_x^2+k_y^2J_y^2+k_z^2J_z^2\right)\\
&-2\gamma_3\left(k_xk_y\{J_x,J_y\}+k_yk_z\{J_y,J_z\}+k_zk_x\{J_z,J_x\}\right)+V(z).
\end{aligned}\tag{3}
\]

The states with \(J_z=m=\pm3/2\) are the heavy holes and those with \(m=\pm1/2\) the light holes.

**Diagonal elements.** The diagonal element of \(J_z^2\) is \(9/4\) for heavy holes and \(1/4\) for light holes. Since \(J_x^2+J_y^2+J_z^2=15/4\), and \(J_x^2\) and \(J_y^2\) have equal diagonal elements, each of these equals \(3/4\) for heavy and \(7/4\) for light holes. The coefficients of \(k_z^2\) are then

\[
a_H=\tfrac12\gamma_1+\tfrac54\gamma_2-\tfrac94\gamma_2=\tfrac12(\gamma_1-2\gamma_2),
\]
\[
a_L=\tfrac12\gamma_1+\tfrac54\gamma_2-\tfrac14\gamma_2=\tfrac12(\gamma_1+2\gamma_2). \tag{4}
\]

In the same way the coefficient of \(k^2\) is \(\frac12\gamma_1+\frac54\gamma_2-\frac34\gamma_2=\frac12(\gamma_1+\gamma_2)\) for heavy holes and \(\frac12\gamma_1+\frac54\gamma_2-\frac74\gamma_2=\frac12(\gamma_1-\gamma_2)\) for light holes. At \(k=0\) nothing couples the two kinds, and the envelopes obey

\[
H_Hh=E_hh,\quad H_H=-a_H\partial_z^2+V;\qquad
H_Ll=E_ll,\quad H_L=-a_L\partial_z^2+V. \tag{5}
\]

**Coupling linear in \(k\).** Define \(k_\pm=k_x\pm ik_y\) and \(J_\pm=J_x\pm iJ_y\). Multiplying out gives \(k_xJ_x+k_yJ_y=\frac12(k_-J_++k_+J_-)\). The part of (3) that raises \(m\) by one is therefore \(-\gamma_3k_-k_z\{J_+,J_z\}\). The raising operator has the elements

\[
\langle\tfrac32|J_+|\tfrac12\rangle=\sqrt3,\qquad
\langle\tfrac12|J_+|-\tfrac12\rangle=2,\qquad
\langle-\tfrac12|J_+|-\tfrac32\rangle=\sqrt3 .
\]

Taking the symmetrized product with \(J_z\) multiplies each element by the mean of the two \(m\) values, which are \(1\), \(0\) and \(-1\). Hence

\[
\langle\tfrac32|H|\tfrac12\rangle=-\sqrt3\,\gamma_3k_-k_z,\quad
\langle\tfrac12|H|-\tfrac12\rangle=0,\quad
\langle-\tfrac12|H|-\tfrac32\rangle=+\sqrt3\,\gamma_3k_-k_z. \tag{6}
\]

The opposite signs of the first and last elements will matter, and so will the zero between them.

**Coupling quadratic in \(k\).** The parts that raise \(m\) by two are \(J_+^2/4\) in \(J_x^2\), \(-J_+^2/4\) in \(J_y^2\), and \(J_+^2/(4i)\) in \(\{J_x,J_y\}\). From the elements above,
\(\langle\frac32|J_+^2|-\frac12\rangle=\langle\frac12|J_+^2|-\frac32\rangle=2\sqrt3\). Both couplings are then equal to

\[
-\gamma_2(k_x^2-k_y^2)\frac{2\sqrt3}{4}-2\gamma_3k_xk_y\frac{2\sqrt3}{4i}
=-\frac{\sqrt3}{2}\,q,
\qquad
q=\gamma_2(k_x^2-k_y^2)-2i\gamma_3k_xk_y. \tag{7}
\]

With \(k_\mp^2=k_x^2-k_y^2\mp2ik_xk_y\) and \(\delta=\frac12(\gamma_2-\gamma_3)\), this can be written

\[
q=\bar\gamma k_-^2+\delta k_+^2. \tag{8}
\]

To check it, the coefficient of \(k_x^2-k_y^2\) is \(\bar\gamma+\delta=\gamma_2\), and that of \(-2ik_xk_y\) is \(\bar\gamma-\delta=\gamma_3\). The axial approximation sets \(\delta=0\) in (8). It keeps \(\gamma_3\) in (6) and does not alter (4).

### Eliminating all other states

Let \(P\) denote the two states \(|h,\pm\frac32\rangle\), and \(Q\) all the others. The Schrödinger equation splits into

\[
H_{PP}\psi_P+H_{PQ}\psi_Q=E\psi_P,\qquad
H_{QP}\psi_P+H_{QQ}\psi_Q=E\psi_Q .
\]

Solving the second equation for \(\psi_Q\) and inserting the result in the first gives

\[
H_{\rm eff}(E)=H_{PP}+H_{PQ}(E-H_{QQ})^{-1}H_{QP}. \tag{9}
\]

No approximation has been made yet. The order in \(k\) follows from the structure of the couplings.

First, \(h\) has no coupling to other heavy-hole envelopes. The in-plane kinetic energy is a constant times \(k^2\), and different heavy-hole envelopes are orthogonal. So \(H_{PQ}\) leads to light holes, either by the linear coupling (6) or by the quadratic coupling (7).

Second, every off-diagonal coupling connects a heavy hole with a light hole. A path from \(P\) back to \(P\) thus has an even number of steps. The linear coupling keeps the sign of \(m\), while the quadratic coupling reverses it. A path from \(m=-\frac32\) to \(m=+\frac32\) therefore needs an odd number of quadratic steps, and, for the total to be even, an odd number of linear steps. Its order in \(k\) is odd, and the lowest order is \(2+1=3\). The next is five, because the remaining corrections in the denominators, from the in-plane kinetic energy and from \(E-E_h\), are of relative order \(k^2\).

A path that returns to the same spin has an even number of each kind of step, and so is of even order in \(k\). Time reversal turns the diagonal element for \(+\frac32\) at \(\mathbf k\) into that for \(-\frac32\) at \(-\mathbf k\). As these elements are even in \(\mathbf k\), they are equal at the same \(\mathbf k\) and do not split the levels.

At order \(k^3\) the splitting is thus twice the modulus of the off-diagonal element \(W=\langle h,\frac32|H_{\rm eff}|h,-\frac32\rangle\). The dependence of (9) on \(E\) changes this by a relative amount of order \(k^2\), since the second-order term in (9) and its energy derivative both begin at \(k^2\). There is no linear splitting in this model.

### The two paths

One path passes through \(|l,\frac12\rangle\), the other through \(|l,-\frac12\rangle\). To leading order the denominator is \(E_h-E_l\) in both. Reading the products from left to right, the first path contributes

\[
\frac{(-\sqrt3\gamma_3k_-)(-\frac{\sqrt3}{2}q)\,\langle h|k_z|l\rangle\langle l|h\rangle}{E_h-E_l}
=\frac{3}{2}\gamma_3k_-q\,\frac{\langle h|k_z|l\rangle\langle l|h\rangle}{E_h-E_l},
\]

and the second contributes

\[
\frac{(-\frac{\sqrt3}{2}q)(+\sqrt3\gamma_3k_-)\,\langle h|l\rangle\langle l|k_z|h\rangle}{E_h-E_l}
=-\frac{3}{2}\gamma_3k_-q\,\frac{\langle h|l\rangle\langle l|k_z|h\rangle}{E_h-E_l}.
\]

The envelopes may be taken real. Writing \(h'=\partial_zh\), and integrating by parts with \(h=l=0\) at the walls,

\[
\langle h|k_z|l\rangle=-i\int_0^dh\,l'\,dz=+i\int_0^dh'\,l\,dz=i\langle l|h'\rangle,
\qquad
\langle l|k_z|h\rangle=-i\langle l|h'\rangle .
\]

The minus sign from (6) and the minus sign from the integration by parts compensate each other. The two paths therefore add, and each gives \(\frac32i\gamma_3k_-q\,S\):

\[
W=3i\gamma_3S\,k_-\left(\bar\gamma k_-^2+\delta k_+^2\right). \tag{10}
\]

From (7), with \(k_x^2-k_y^2=k^2\cos2\varphi\) and \(2k_xk_y=k^2\sin2\varphi\),

\[
|q|=k^2\sqrt{\gamma_2^2\cos^22\varphi+\gamma_3^2\sin^22\varphi}.
\]

Since \(|k_-|=k\), the splitting \(2|W|\) is equation (1). The coefficient that multiplies \(2k^3\) is \(3\gamma_3\gamma_2|S|\) along [100] and \(3\gamma_3^2|S|\) along [110].

Direct diagonalization of (3), with no elimination of states, tests this result. For the well treated in section 2, the splitting divided by \(k^3\) and extrapolated to \(k=0\) agrees with (1) within 0.2 % of the formula at four directions. The phase of \(W\), read from the eigenvectors, also agrees with (10) at three directions.

### What the coupling means

For \(\delta=0\), equation (10) reads \(W=i\beta k_-^3\), and the spin-dependent part of the effective Hamiltonian is

\[
\begin{pmatrix}0&i\beta k_-^3\\-i\beta k_+^3&0\end{pmatrix}
=\beta k^3\left(\sigma_x\sin3\varphi-\sigma_y\cos3\varphi\right), \tag{11}
\]

where \(\sigma_x,\sigma_y\) are Pauli matrices in the basis \(|h,\frac32\rangle,|h,-\frac32\rangle\). The second form follows from \(ie^{-3i\varphi}=\sin3\varphi+i\cos3\varphi\) and from the upper right element of \(b_x\sigma_x+b_y\sigma_y\), which is \(b_x-ib_y\). The effective field turns three times while \(\mathbf k\) turns once. The reason is angular momentum: the coupled states differ by three units of \(m\), and in an axial model these must be supplied by three factors \(k_-\).

With \(\delta\ne0\) the crystal contributes a term \(k_-k_+^2=k^2k_+\). It is also cubic in \(k\), but turns once, in the opposite sense. If \(\gamma_2\) and \(\gamma_3\) are positive, then \(|\delta|<\bar\gamma\), the first term in (8) is always the larger, and the total still makes three turns.

Both couplings are needed. If either is removed from the Hamiltonian, neither path remains. Diagonalization with one coupling deleted confirms this: the splitting vanishes to numerical accuracy in each case.

Asymmetry is needed too. In a well symmetric about its centre, every envelope has definite parity, and \(h'\) has the opposite parity to \(h\). A light-hole envelope that overlaps with \(h\) then has no overlap with \(h'\), so each term in \(S\) vanishes. In an asymmetric well one \(l\) can have both overlaps.

### The in-plane mass

The same mixing changes the mass at order \(k^2\). In the diagonal element for \(m=\frac32\), the linear coupling is used twice, through \(|l,\frac12\rangle\):

\[
\sum_l\frac{3\gamma_3^2k_-k_+|\langle l|k_z|h\rangle|^2}{E_h-E_l}
=3\gamma_3^2k^2\sum_l\frac{\langle l|h'\rangle^2}{E_h-E_l}.
\]

The quadratic coupling used twice is of order \(k^4\). Adding the direct term \(\frac12(\gamma_1+\gamma_2)k^2\), and setting the sum equal to \(k^2/(2m_\parallel)\), gives

\[
\frac1{m_\parallel}=\gamma_1+\gamma_2+6\gamma_3^2\sum_l\frac{\langle l|h'\rangle^2}{E_h-E_l}. \tag{12}
\]

This sum does not need asymmetry. For the lowest heavy-hole subband, with all light-hole levels above it, each term is negative and the mass is increased. Levels repel, and the light-hole states push the heavy-hole subband down by an amount that grows as \(k^2\). In ordinary units the left side is \(m_0/m_\parallel\), and the sum carries a factor \(\hbar^2/m_0\).

## 2. Field dependence, numbers and limits

### Quantities carried over

The heavy-hole envelope \(h\) and the light-hole envelopes \(l\) are real, vanish at the walls \(z=0,d\), and obey \(H_Hh=E_hh\) and \(H_Ll=E_ll\). Here \(H_{H,L}=-a_{H,L}\partial_z^2+V\), with \(a_H=\frac12(\gamma_1-2\gamma_2)\) and \(a_L=\frac12(\gamma_1+2\gamma_2)\), so that \(a_L-a_H=2\gamma_2\). The axial splitting is \(2|\beta|k^3\), with

\[
\beta=3\gamma_3\bar\gamma S,\qquad
S=\sum_l\frac{\langle l|h\rangle\langle l|h'\rangle}{E_h-E_l},\qquad
\bar\gamma=\tfrac12(\gamma_2+\gamma_3).
\]

Along [100] the factor \(\bar\gamma\) is replaced by \(\gamma_2\), and along [110] by \(\gamma_3\). A prime denotes \(\partial_z\).

The cubic splitting has been derived from the linear and quadratic heavy-light couplings, and it needs both of them as well as an asymmetric well. What remains is to identify the force that produces it, find how \(\beta\) depends on a uniform field, and test the numbers and limits of the result.
